# MS-bar scales for couplings defined by the static QED potential: verification in Python

```python
"""
Couplings defined by the QED static potential, compared with MS-bar.
Result under test (one charged Dirac fermion, one-loop polarization):
  V(q) = -4 pi hbar c alpha_V(q)/q^2,  alpha_V(q) = a(q exp(-5/6))
  V(r) = -hbar c alpha_R(r)/r,  alpha_R(r) = a(exp(-gamma-5/6)/r)
for q >> k_m and r << 1/k_m, up to relative order a^2.
a(mu): MS-bar coupling; q, mu: wave numbers; k_m = m c/hbar;
gamma: Euler's constant; s = (q/k_m)^2; x = k_m r.
F(s): 1/alpha_0 - 1/alpha_V(q) = F(s)/(3 pi), alpha_0 = alpha_V(0).
J(x): one-loop alpha_R = alpha_0 [1 + (2 alpha_0/(3 pi)) J(x)].
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

pi = np.pi
gamma = np.euler_gamma
b = 1 / (3 * pi)


def gauss(n, lo, hi):
    z, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (z + 1) / 2, w * (hi - lo) / 2


theta, w_theta = gauss(200, 0.0, pi)
unit, w_unit = gauss(80, 0.0, 1.0)


def F(s):
    """Integral over z in [0,1] of 6 z(1-z) ln(1 + s z(1-z))."""
    s = np.atleast_1d(np.asarray(s, dtype=float))
    zz = np.sin(theta) ** 2 / 4          # z = (1 - cos theta)/2
    weight = 6 * zz * np.sin(theta) / 2 * w_theta
    return np.log1p(np.outer(s, zz)) @ weight


def J(x):
    """Yukawa-sum form of the one-loop coordinate shift, t = cosh z."""
    def integrand(z):
        c = np.cosh(z)
        return np.exp(-2 * x * c) * (1 + 0.5 / c**2) * np.tanh(z) ** 2
    return quad(integrand, 0, np.arccosh(1 + 25 / x),
                epsabs=1e-12, epsrel=1e-12, limit=300)[0]


def sine_mean(f):
    """(2/pi) * integral of sin(y)/y f(y), y = q r, from 0 to infinity.
    Half-period pieces are summed with repeated averaging."""
    y = pi * unit**4
    pieces = [np.sum(w_unit * 4 * pi * unit**3 * np.sin(y) / y * f(y))]
    for k in range(1, 45):
        y = pi * (k + unit)
        pieces.append(np.sum(w_unit * pi * np.sin(y) / y * f(y)))
    sums = np.cumsum(pieces)[15:]
    while len(sums) > 1:
        sums = (sums[1:] + sums[:-1]) / 2
    return 2 / pi * sums[0]


# --- massless loop in d = 4 - 2 eps dimensions ------------------------
mp.mp.dps = 45


def bubble(eps):
    """Euclidean scalar bubble at q = 1."""
    return (mp.gamma(eps) * mp.gamma(1 - eps) ** 2 / mp.gamma(2 - 2 * eps)
            / (4 * mp.pi) ** (2 - eps))


def angular(k):
    return np.log(abs((k + 1) / (k - 1))) / k


bubble_3d = (quad(angular, 0, 1)[0] + quad(angular, 1, np.inf)[0]) / (4 * pi**2)
assert abs(bubble_3d - float(bubble(mp.mpf(1) / 2))) < 1e-7


def loop_contracted(eps, q_over_mu):
    """P/alpha from the contracted tensor, with the MS-bar factor."""
    d = 4 - 2 * eps
    return (4 * mp.pi * 2 * (d - 2) / (d - 1) * bubble(eps)
            * (mp.exp(mp.euler) / (4 * mp.pi)) ** eps
            * mp.mpf(q_over_mu) ** (-2 * eps))


def loop_feynman(eps, q_over_mu):
    """P/alpha from the Feynman-parameter integral, massless fermion."""
    param = mp.quad(lambda z: (z * (1 - z)) ** (1 - eps), [0, 0.5, 1])
    return (32 * mp.pi * (4 * mp.pi) ** (eps - 2) * mp.gamma(eps) * param
            * (mp.exp(mp.euler) / (4 * mp.pi)) ** eps
            * mp.mpf(q_over_mu) ** (-2 * eps))


for e_test in (mp.mpf("0.3"), mp.mpf("-0.2")):
    assert abs(loop_contracted(e_test, 2) / loop_feynman(e_test, 2) - 1) < 1e-12

tiny = mp.mpf(10) ** (-15)


def finite_part(q_over_mu):
    return float(3 * mp.pi * loop_contracted(tiny, q_over_mu) - 1 / tiny)


loop_constant = finite_part(1)
for ratio in (0.3, 1.0, 7.0):
    assert abs(finite_part(ratio) - (5 / 3 - 2 * np.log(ratio))) < 1e-10
assert abs(finite_part(np.exp(5 / 6))) < 1e-10

# --- massive loop from real pair production and dispersion ------------
sig = [np.array([[0, 1], [1, 0]], complex),
       np.array([[0, -1j], [1j, 0]]),
       np.array([[1, 0], [0, -1]], complex)]
zero2, one2 = np.zeros((2, 2)), np.eye(2)
dirac = [np.block([[one2, zero2], [zero2, -one2]]).astype(complex)]
dirac += [np.block([[zero2, p], [-p, zero2]]) for p in sig]
metric = [1, -1, -1, -1]


def pair_spectrum(s):
    """Im P/alpha at invariant s (fermion mass 1), from spin sums."""
    energy = np.sqrt(s) / 2
    mom = np.sqrt(energy**2 - 1)
    slash1 = energy * dirac[0] - mom * dirac[3]
    slash2 = energy * dirac[0] + mom * dirac[3]
    total = 0.0
    for g, sign in zip(dirac, metric):
        total -= sign * np.trace((slash1 + np.eye(4)) @ g
                                 @ (slash2 - np.eye(4)) @ g).real
    phase_space = (mom / energy) / (8 * pi)
    return 4 * pi * phase_space * total / (6 * s)


def dispersion(Q2):
    def integrand(v):
        s = 4 / (1 - v * v)
        ds = 8 * v / (1 - v * v) ** 2
        return ds * pair_spectrum(s) / (s * (s + Q2))
    return Q2 / pi * quad(integrand, 0, 1, epsabs=1e-11, epsrel=1e-9)[0]


for Q2 in (0.5, 30.0):
    assert abs(dispersion(Q2) / (b * F(Q2)[0]) - 1) < 1e-6

# --- large-q and small-r limits of the massive result -----------------
s_big = 1e4
assert abs(F(s_big)[0] - (np.log(s_big) - 5 / 3 + 6 / s_big)) < 2e-6
x_small = 1e-3
J_series = (-np.log(x_small) - gamma - 5 / 6
            + 3 * pi * x_small / 4 - 1.5 * x_small**2)
assert abs(J(x_small) - J_series) < 1e-7

# --- Fourier transform of the logarithm -------------------------------
log_mean = sine_mean(lambda y: np.log(y**2))
log2_mean = sine_mean(lambda y: np.log(y**2) ** 2)
log_variance = log2_mean - log_mean**2
assert abs(log_mean + 2 * gamma) < 1e-8
assert abs(log_variance - pi**2 / 3) < 1e-7
u = 0.15
power_mean = sine_mean(lambda y: y ** (2 * u))
power_formula = float(mp.gamma(1 + 2 * u)) * np.sin(pi * u) / (pi * u)
assert abs(power_mean - power_formula) < 1e-7

scale_q = np.exp(-loop_constant / 2)
scale_r = np.exp((log_mean - loop_constant) / 2)
assert abs(scale_q - np.exp(-5 / 6)) < 1e-9
assert abs(scale_r - np.exp(-gamma - 5 / 6)) < 1e-8

# --- remainder of the coordinate relation in the bubble chain ---------
a_mu, mu_r = 1e-4, 3.0


def shifted_log(y):
    return np.log((y / mu_r) ** 2) - 5 / 3


alpha_R_series = a_mu * (1 + b * a_mu * sine_mean(shifted_log)
                         + (b * a_mu) ** 2
                         * sine_mean(lambda y: shifted_log(y) ** 2))
a_at_scale = a_mu / (1 - 2 * b * a_mu
                     * np.log(np.exp(-gamma - 5 / 6) / mu_r))
remainder = (alpha_R_series / a_at_scale - 1) / a_mu**2
assert abs(remainder - 1 / 27) < 2e-5

# --- worked example: electron loop, r = 10 fm, q = 1/r ----------------
alpha_0 = const.fine_structure
k_e = const.m_e * const.c / const.hbar
to_MeV = const.hbar * const.c / const.e / 1e6
r = 10e-15
q = 1 / r
x = k_e * r
s = (q / k_e) ** 2
mu_q_scale = q * np.exp(-5 / 6)
mu_r_scale = np.exp(-gamma - 5 / 6) / r


def inverse_msbar(mu):
    return 1 / alpha_0 - 2 * b * np.log(mu / k_e)


inv_V = 1 / alpha_0 - b * F(s)[0]
F_mean = sine_mean(lambda y: F((y / x) ** 2))
F2_mean = sine_mean(lambda y: F((y / x) ** 2) ** 2)
assert abs(F_mean - 2 * J(x)) < 1e-6      # Fourier integral = Yukawa sum
inv_R = 1 / alpha_0 - 2 * b * J(x)
second_order = b**2 * alpha_0 * (F2_mean - F_mean**2)
diff_V = inv_V - inverse_msbar(mu_q_scale)
diff_R = inv_R - inverse_msbar(mu_r_scale)
assert abs(diff_V + 6 * b / s) < 1e-5
assert abs(diff_R + x / 2 - 3 * b * x**2) < 1e-4

print(f"finite loop constant at q = mu: {loop_constant:.6f}")
print(f"mu/q from the loop: {scale_q:.6f}")
print(f"mean of ln(y^2), y = q r: {log_mean:.6f}")
print(f"variance of ln(y^2): {log_variance:.6f}")
print(f"mu*r from loop and Fourier integral: {scale_r:.6f}")
print(f"remainder coefficient of a^2: {remainder:.5f}")
print(f"1/27: {1 / 27:.5f}")
print(f"1/alpha_0: {1 / alpha_0:.6f}")
print(f"electron wave number k_e: {k_e:.5e} m^-1")
print(f"r: {r:.3e} m")
print(f"q = 1/r: {q:.3e} m^-1")
print(f"hbar c q: {q * to_MeV:.4f} MeV")
print(f"x = k_e r: {x:.6f}")
print(f"s = (q/k_e)^2: {s:.3f}")
print(f"momentum scale mu: {mu_q_scale:.5e} m^-1")
print(f"momentum scale hbar c mu: {mu_q_scale * to_MeV:.4f} MeV")
print(f"coordinate scale mu: {mu_r_scale:.5e} m^-1")
print(f"coordinate scale hbar c mu: {mu_r_scale * to_MeV:.4f} MeV")
print(f"F(s): {F(s)[0]:.6f}")
print(f"J(x): {J(x):.6f}")
print(f"1/alpha_V(q), massive loop: {inv_V:.6f}")
print(f"1/a at momentum scale: {inverse_msbar(mu_q_scale):.6f}")
print(f"difference, momentum: {diff_V:.6f}")
print(f"predicted -2/(pi s): {-6 * b / s:.6f}")
print(f"1/alpha_R(r), one-loop shift: {inv_R:.6f}")
print(f"1/a at coordinate scale: {inverse_msbar(mu_r_scale):.6f}")
print(f"difference, coordinate: {diff_R:.6f}")
print(f"predicted -x/2 + x^2/pi: {-x / 2 + x**2 / pi:.6f}")
print(f"omitted second-order drop of 1/alpha_R: {second_order:.6f}")
print(f"1/a at naive scale mu = 1/r: {inverse_msbar(q):.6f}")
print(f"alpha_V(q): {1 / inv_V:.8f}")
print(f"alpha_R(r): {1 / inv_R:.8f}")
print("k_m r | J(x) | -ln x - gamma - 5/6 | difference")
for x_row in (0.1, 0.01, 0.001):
    limit = -np.log(x_row) - gamma - 5 / 6
    print(f"{x_row:.3f} | {J(x_row):.6f} | {limit:.6f} | "
          f"{J(x_row) - limit:.6f}")
print("all good")
```

Output:

```
finite loop constant at q = mu: 1.666667
mu/q from the loop: 0.434598
mean of ln(y^2), y = q r: -1.154431
variance of ln(y^2): 3.289868
mu*r from loop and Fourier integral: 0.244009
remainder coefficient of a^2: 0.03705
1/27: 0.03704
1/alpha_0: 137.035999
electron wave number k_e: 2.58961e+12 m^-1
r: 1.000e-14 m
q = 1/r: 1.000e+14 m^-1
hbar c q: 19.7327 MeV
x = k_e r: 0.025896
s = (q/k_e)^2: 1491.190
momentum scale mu: 4.34598e+13 m^-1
momentum scale hbar c mu: 8.5758 MeV
coordinate scale mu: 2.44009e+13 m^-1
coordinate scale hbar c mu: 4.8150 MeV
F(s): 5.644666
J(x): 2.303144
1/alpha_V(q), massive loop: 136.437082
1/a at momentum scale: 136.437506
difference, momentum: -0.000425
predicted -2/(pi s): -0.000427
1/alpha_R(r), one-loop shift: 136.547257
1/a at coordinate scale: 136.559995
difference, coordinate: -0.012738
predicted -x/2 + x^2/pi: -0.012735
omitted second-order drop of 1/alpha_R: 0.000167
1/a at naive scale mu = 1/r: 136.260667
alpha_V(q): 0.00732939
alpha_R(r): 0.00732347
k_m r | J(x) | -ln x - gamma - 5/6 | difference
0.100 | 1.113601 | 0.892036 | 0.221565
0.010 | 3.218034 | 3.194621 | 0.023413
0.001 | 5.499561 | 5.497206 | 0.002355
all good
```
